# When Grain-Boundary Grooves Break Up a Thin Silicide Film, part 2

A silicide film on silicon can lose its grain boundaries when grooves from above and below meet. The question here is which state then has the lowest energy. Each grain is a circular cell of radius $R$ and diameter $d=2R$, and $h$ is the mean film thickness. The energies per unit area of the free surface, the interface and the grain boundary are $\gamma_s$, $\gamma_i$ and $\gamma_b$. The face energies are isotropic, strain and further reaction are left out, the volumes of silicide and substrate are each conserved, and the grain size is fixed. Lengths are in Å and energies per area in eV/Å$^2$.

In equilibrium the faces $j=s,i$ are spherical caps with edge angles $\theta_j$. A cap has area $\pi R^2(1+T^2)$, with $T=\tan\frac\theta2$, and mean height $Rv$ above its rim, where

$$v(\theta)=\frac{T(3+T^2)}{6}.$$

The height of grain boundary left between the groove roots is

$$H=h-R\,[v(\theta_s)+v(\theta_i)] .$$

The boundary survives if

$$\frac hd>k,\qquad k=\frac12\,[v(\theta_s)+v(\theta_i)],\qquad \sin\theta_j=\frac{\gamma_b}{2\gamma_j}.$$

The threshold thickness is $h_c=kd$. For small angles

$$k\approx\frac{\gamma_b}{16}\left(\frac1{\gamma_s}+\frac1{\gamma_i}\right).$$

For shallow grooves and equal faces, the penetrated film ($H=0$) has the energy of the flat film at $2h_c$. Between $h_c$ and $2h_c$ it lies below the flat film but above the grooved continuous film.

In regular hexagonal grains with shallow grooves, the grooves meet first at the corners, at a thickness larger than the circular value by the factor $14/9$ when $d$ is measured across the flats.

The numerical example has $\gamma_s=0.09$, $\gamma_i=0.06$, $\gamma_b=0.05$ eV/Å$^2$ and $d=1000$ Å. It gives $\theta_s=16.1^\circ$, $\theta_i=24.6^\circ$, $v(\theta_s)=0.0713$, $v(\theta_i)=0.1109$, $k=0.0911$ (small-angle value $0.0868$) and $h_c=91.1$ Å. With these energies, a film 150 Å thick keeps its boundaries in the circular model as long as $d<h/k\approx1650$ Å.

## Penetrated films, islands and metastability

A grain of diameter $d=2R$ in a film of mean thickness $h$ has the surface energy $\gamma_s$, the interface energy $\gamma_i$ and the grain-boundary energy $\gamma_b$. In equilibrium its two faces, labelled $j=s,i$, are spherical caps with edge angles given by $\gamma_j\sin\theta_j=\gamma_b/2$. With $T_j=\tan(\theta_j/2)$, a cap has the area $\pi R^2(1+T_j^2)$ and the mean height $Rv_j$, where $v_j=T_j(3+T_j^2)/6$. The boundary survives if $h>h_c=R(v_s+v_i)$. Energies $e$ are counted per unit area of the cell, and $\eta=h/R$ measures the thickness, with $\eta_c=h_c/R=2k$. In the numerical case $\gamma_s$, $\gamma_i$ and $\gamma_b$ are 0.09, 0.06 and 0.05 eV/Å$^2$, $d=1000$ Å and $h_c=91.1$ Å.

The penetrated film can be studied at any thickness, not just at $h_c$. Its two faces share a common rim, so the rim heights can vary only together. In the variation of the energy the boundary term is then absent, and what remains at the edge is the balance of the vertical pulls of the two faces,

$$\gamma_s\sin\theta_s=\gamma_i\sin\theta_i\equiv\mu .$$

The faces are still caps, since the condition in the interior has not changed. The pull $\mu$ is no longer fixed by the grain boundary; it follows from the volume, $\eta=v_s+v_i$. The energy is

$$\varepsilon(\eta)=\gamma_s(1+T_s^2)+\gamma_i(1+T_i^2).$$

This description holds while $\mu$ is below the smaller face energy. Beyond that, a face would have to overhang.

A simple relation connects $\varepsilon$ with $\mu$. When $T_j$ changes by $dT_j$, the energy of that face changes by $2\gamma_jT_j\,dT_j$ and its mean height by $dv_j=\tfrac12(1+T_j^2)\,dT_j$. The ratio of the two is

$$\frac{4\gamma_jT_j}{1+T_j^2}=2\gamma_j\sin\theta_j=2\mu ,$$

the same for both faces. Therefore

$$\frac{d\varepsilon}{d\eta}=2\mu .$$

Since each $v_j$ rises with $T_j$, and $T_j$ rises with $\mu$, a thicker penetrated film has a larger $\mu$. At $\eta=\eta_c$ the pull is $\mu=\gamma_b/2$.

The grooved film with its boundary intact keeps the same angles at every thickness above $h_c$. Added material only lengthens the boundary, whose cost per unit area is $\pi R\gamma_bH/\pi R^2=\gamma_b(\eta-\eta_c)$. Its energy is

$$e_g(\eta)=\varepsilon(\eta_c)+\gamma_b(\eta-\eta_c).$$

The two states coincide at $\eta_c$, and subtraction gives

$$\varepsilon(\eta)-e_g(\eta)=\int_{\eta_c}^{\eta}(2\mu-\gamma_b)\,d\eta'>0\qquad(\eta>\eta_c).$$

Above the threshold the grooved film is thus lower than the penetrated one at any groove angle for which the caps exist. This extends the result for shallow grooves and equal faces.

The flat film has $e=\gamma_s+\gamma_i+\gamma_b\eta$. Setting this equal to $\varepsilon(\eta)$ and solving for $\mu$ with a bracketing root finder gives a thickness of 191.9 Å, which is $2.11\,h_c$; the factor tends to 2 for small angles. The ordering of the three states can be seen at $1.5\,h_c$. There the flat film has $0.15+0.05\times1.5\times0.1822=0.1637$ eV/Å$^2$. The other two energies were obtained by dividing the radius into 120 rings and minimizing the energy over the heights of both faces with Newton's method. They are 0.1602 eV/Å$^2$ when the groove roots are forced to meet and 0.1592 eV/Å$^2$ when they are free. A criterion based on equality with the flat film would condemn this film, although in the circular model its boundaries are in stable equilibrium against a small change of shape.

Penetration is not yet agglomeration. At $H=0$ the grains still touch, and the substrate is still covered. Bare substrate appears if each grain can lower the energy by drawing back from its neighbours. Let $\gamma_v$ be the energy of the bare substrate surface, and let the grain shrink to a lens of radius $\rho R$ at constant volume. The surrounding ring of bare substrate is flat. Flatness costs nothing in generality: if the condition on the substrate volume is dropped for a moment, the least energy is reached with a flat ring and with the same cap-shaped lens, and a rigid vertical shift of lens and ring then restores the substrate volume without changing the energy.

The mean thickness of the lens is $h/\rho^2$, and divided by its own radius this is $\eta_\rho=\eta/\rho^3$. The energy per unit area of the original cell is

$$e(\rho)=\rho^2\varepsilon(\eta_\rho)+\gamma_v(1-\rho^2).$$

Since $d\eta_\rho/d\rho=-3\eta_\rho/\rho$ and $d\varepsilon/d\eta_\rho=2\mu$, the derivative is

$$\frac{de}{d\rho}=2\rho\left[\varepsilon(\eta_\rho)-3\mu\eta_\rho-\gamma_v\right].$$

The first two terms in the bracket can be combined face by face. With $\mu=\gamma_j\sin\theta_j$ and $\sin\theta_j=2T_j/(1+T_j^2)$,

$$1+T_j^2-3v_j\sin\theta_j=1+T_j^2-\frac{T_j^2(3+T_j^2)}{1+T_j^2}=\frac{1-T_j^2}{1+T_j^2}=\cos\theta_j ,$$

because $(1+T_j^2)^2-3T_j^2-T_j^4=1-T_j^2$. The result is

$$\frac{de}{d\rho}=2\rho\left[\gamma_s\cos\theta_s+\gamma_i\cos\theta_i-\gamma_v\right].$$

The bracket is the net horizontal force on a unit length of film edge. The two faces pull the edge inwards, and the bare substrate, which would like to be covered, pulls it outwards. A positive derivative at $\rho=1$ means that shrinking lowers the energy and the film opens.

For the film that has just been penetrated, the angles are the groove angles and the two inward pulls add up to 0.1410 eV/Å$^2$. With $\gamma_v=0.12$ eV/Å$^2$ the derivative is $2(0.1410-0.12)=0.042$ eV/Å$^2$, and the film opens as soon as the grooves meet. With $\gamma_v=0.145$ eV/Å$^2$ it is $2(0.1410-0.145)=-0.008$ eV/Å$^2$, and the grains remain in contact. The thickness-to-grain-size ratio $k$ is the same in both cases, since $\gamma_v$ does not enter it. What differs is whether losing the boundaries also means losing the cover.

The edge is at rest when the bracket vanishes. The angles $\alpha_s$ and $\alpha_i$ at a free edge thus obey

$$\gamma_s\cos\alpha_s+\gamma_i\cos\alpha_i=\gamma_v,\qquad\gamma_s\sin\alpha_s=\gamma_i\sin\alpha_i\equiv\mu_v .$$

As the lens shrinks it becomes steeper and the cosines decrease, so the derivative changes sign once, and the resting point is a minimum. If $\gamma_v\ge\gamma_s+\gamma_i$, the bracket is negative for every lens of finite thickness, and no gap opens in this model. At the other end, $\gamma_v$ must exceed the value of the two cosine terms at $\mu$ equal to the smaller face energy, or the lens at rest would overhang.

The angles at a free edge do not depend on the size of the lens. Its shape is therefore fixed, and its volume grows as the cube of its radius. Let $h_o=R\,[v(\alpha_s)+v(\alpha_i)]$ be the mean thickness at which such a lens just fills its cell. In a thinner film the lens has

$$\rho=\left(\frac{h}{h_o}\right)^{1/3}.$$

For $\gamma_v=0.12$ eV/Å$^2$, solving the edge balance numerically gives $\alpha_s=29.0^\circ$, $\alpha_i=46.6^\circ$ and $h_o=180$ Å. At $h=h_c$ the islands have $\rho=(91.1/180.2)^{1/3}=0.797$, and the fraction $1-\rho^2=0.37$ of the substrate lies bare. The film does not begin to agglomerate with narrow cracks that widen as it is made thinner. When the continuous film loses its boundaries at $h_c$, it jumps from full cover to islands with wide gaps. For $\gamma_v=0.145$ eV/Å$^2$ the corresponding thickness is 67 Å, below $h_c$. Between 67 and 91 Å the film in that case has lost its grain boundaries but still covers the substrate, and gaps open continuously from zero width as the thickness falls below 67 Å.

The jump in the first case suggests that islands may be favourable before the grooved film ceases to exist. Let $e_{is}(\eta)$ be the energy of the islands at their resting radius. At $h_c$ they lie below the penetrated film, which there has the energy of the grooved film. At $h_o$ they fill their cells and have the energy of the penetrated film, which is above that of the grooved film. The two curves must cross in between. They cross once: because $e(\rho)$ is stationary at the resting radius, only the explicit dependence on $\eta$ contributes to the slope,

$$\frac{de_{is}}{d\eta}=\rho^2\,\frac{2\mu_v}{\rho^3}=\frac{2\mu_v}{\rho},$$

and this exceeds the slope $\gamma_b$ of the grooved film, since $\rho\le1$ and $\mu_v>\gamma_b/2$ whenever the film opens at once. Root finding puts the crossing at $h_x=137$ Å, that is, at $h_x/d=0.137$.

Three ranges result for a film with $\gamma_v=0.12$ eV/Å$^2$ and fixed grain size. Above 137 Å the grooved continuous film has a lower energy than one island per grain. Between 91 and 137 Å the islands are lower, but in the circular model the continuous film is still a local minimum and can persist. For hexagonal grains with $d$ across the flats the small-angle estimate puts the first corner pits near 135 Å. With the full groove angles they appear near 144 Å, and the crossing for the hexagonal cell lies near 146 Å. For this $\gamma_v$ the range in which an unpierced hexagonal film is metastable is thus very narrow; it widens as $\gamma_v$ is lowered. Below 91 Å it has no equilibrium with intact boundaries. For the film of 150 Å considered earlier, the islands become favourable once the grains exceed about 1090 Å, and the boundaries are lost at about 1650 Å. The criterion $h/d>k$ is therefore necessary for a continuous film with its boundaries, but it does not guarantee that this film is the state of lowest energy.

How firmly the metastable film is held depends on the path. If all grains separate from one another together, each along its whole rim at once, the film must pass through a state with $H=0$ in every cell, and the lowest such state is the penetrated film. From there the way to islands is downhill, because $h_x<h_o$. The barrier for this path is $\pi R^2[\varepsilon(\eta)-e_g(\eta)]$, which at $h_x$ amounts to about 790 eV per grain. Thermal energies at annealing temperatures are of the order of 0.1 eV, so this path is closed. The barrier amounts to about 0.25 eV per ångström of a grain's perimeter, or 0.50 eV per ångström of boundary, because two grains share each boundary. On this path the whole perimeter of every grain is moved together. A single grain that pinches off alone has a different barrier. It is higher if the grain keeps its volume, because the neighbours must bend as well, and lower if the grain can pass material to its surroundings. In a small-slope estimate it is about one sixth of the collective value when the material spreads over ten grain radii, which is still far above thermal energies. At a fixed ratio $h/d$ the barrier is proportional to the area of the grain, whereas at fixed thickness it falls to zero as the grains grow towards $d=h/k$, where $\eta=\eta_c$ and the two energies coincide. A pinch that starts at one point may cost much less, and the hexagonal cell shows where to look for it: at the corners the grooves are deepest. The barrier of such a local path is not calculated here.

Thin nickel silicide contacts on silicon are a real case to which the argument applies. They are typically between one hundred and a few hundred ångström thick, with grains from several hundred to a few thousand ångström across, and they do break up on excessive annealing. The chosen $\gamma_s$ and $\gamma_i$ have the usual order of magnitude for such solids. The ratio $\gamma_b/\gamma_s$ of more than one half is rather high for a grain boundary, and both values of $\gamma_v$ lie above that of clean silicon, which is about 0.08 eV/Å$^2$. A smaller $\gamma_v$ favours islands: with 0.085 eV/Å$^2$ and the other parameters unchanged, the crossing $h_x$ moves up from 137 to about 196 Å. Since $k$ is nearly proportional to $\gamma_b$ at fixed face energies, a boundary with half the energy would bring it from 0.09 to a little over 0.04. Real grains are polygons. For regular hexagons the small-angle estimate raises the ratio at which the first pits go through by the factor $14/9$, from 0.087 to about 0.135, and with the full groove angles the ratio goes from 0.091 to about 0.144; other shapes have other factors. The buried interface may also be slower than the free surface. If it stays flat, its cap height drops out of $H$ and $k$ falls to $0.0713/2=0.036$. Grain sizes are spread as well, and the largest grains reach their limit first if each is judged by its own diameter. The effects estimated here lower the threshold by a factor of two or more, or raise it by about 1.6 before the spread of grain sizes and shapes is counted, so the numbers serve as a guide to scale and not as a process limit.

Within the model the levers are plain. At fixed energies all the thresholds $h_c$, $h_x$ and $h_o$ are proportional to the grain diameter, so halving $d$ allows a film of half the thickness. At fixed thickness and grain size, a silicide phase with a smaller $\gamma_b$, or with larger $\gamma_s$ and $\gamma_i$, keeps its boundaries more easily. When two phases compete for the same contact, the one with the larger $k$ reaches its limit first, provided that thickness and grain size are the same for both. A larger face energy also strengthens the inward pull on a free edge, however, so once the boundaries are gone the same change favours islands over a closed film. Stability against penetration and resistance to opening are separate properties, and a change of surface energy can improve one while it harms the other. None of this fixes a rate: the time a film takes to approach these states depends on diffusion along its faces and boundaries, which an energy comparison leaves open.
